# Photocurrent doubling and its loss to second-hole capture, part 2

An illuminated n-type electrode in depletion drives holes to its surface and electrons to the back contact. A donor R in solution gives up one electron to a hole and becomes the intermediate X. X forms the stable product P either by injecting an electron into the conduction band or by capturing a second hole. The question is how the yield depends on light, and why.

$J$ is the flux of holes reaching the surface, and $\Phi$ is the number of electrons in the outer circuit per such hole. A fraction $\eta$ of the absorbed photons delivers a hole to the surface, so the yield per absorbed photon is $\eta\Phi$. The surface densities of holes and intermediates are $p$ and $x$ (cm$^{-2}$). First capture has the rate $k_1p$, injection $k_ix$ and second capture $k_2px$, with $k_1$, $k_i$ in s$^{-1}$ and $k_2$ in cm$^2$ s$^{-1}$. The elementary charge is $e$.

The model assumes plentiful donor, good mixing over the surface, constant rate constants and no other loss of holes or X:

$$\frac{dp}{dt}=J-k_1p-k_2px, \tag{4}$$

$$\frac{dx}{dt}=k_1p-k_ix-k_2px. \tag{5}$$

If a fraction $f$ of the intermediates takes a second hole,

$$\Phi=\frac{2}{1+f}. \tag{2}$$

$$f=\frac{k_2p}{k_i+k_2p}. \tag{3}$$

With $y=k_2p/k_i$ and $S=\sqrt{1+6j+j^2}$, the steady state is

$$x=\frac{k_1p}{k_i(1+y)}=\frac{k_1}{k_2}\,\frac{y}{1+y}. \tag{6}$$

$$J_*=\frac{k_1k_i}{k_2},\qquad j=\frac{J}{J_*}=\frac{y(1+2y)}{1+y}. \tag{7}$$

$$y=\frac{j-1+S}{4}. \tag{8}$$

$$\boxed{\;\Phi=1+\frac{2}{1+j+\sqrt{1+6j+j^2}}\;} \tag{9}$$

In strong light $\Phi-1\approx1/j$, and the injected flux $k_ix$ approaches the ceiling $J_*$. A measured yield, with $\delta=\Phi-1$, gives

$$j=\frac{1-\delta}{\delta(1+\delta)}. \tag{10}$$

Then $J_*=J/j$; $\Phi=3/2$ means $j=2/3$.

Integrating (4) and (5) in time, and counting single events in a random simulation of a well-mixed patch, both support (9). With $k_2=0$ the yield is two at every flux, so within this model its fall is due to second capture.

Q: Within this model. If I measure a yield near one in the laboratory, have I found second-hole capture?

A: No. Dissolved oxygen can take the electron from X before the band does. Let it do so at the rate $k_o$ per intermediate, with second capture absent. A fraction $k_i/(k_i+k_o)$ of the intermediates then injects, and

$$\Phi=1+\frac{k_i}{k_i+k_o}.$$

This is near one if $k_o\gg k_i$, without any second hole. I assume here that the reduced oxygen does not pass the electron on to the electrode.

Q: That expression does not depend on the light. So I look for a fall with flux, and then I have my proof?

A: A fall alone is not enough either. Two intermediates can react with each other, one being oxidised and the other reduced: $2\mathrm X\to\mathrm P+\mathrm R$. This is dismutation. If it happens at the rate $k_dx^2$, it removes intermediates at the rate $2k_dx^2$. With $k_2=0$ the balance is $J=k_ix+2k_dx^2$. In strong light the last term dominates, so $x\approx\sqrt{J/2k_d}$ and

$$\Phi-1=\frac{k_ix}{J}\approx\frac{k_i}{\sqrt{2k_dJ}} .$$

This also falls from two towards one, but its tail goes as $J^{-1/2}$, whereas second capture gives $J^{-1}$. The slope of $\Phi-1$ on a doubly logarithmic plot distinguishes the two, provided each acts alone and the strong-light range can be reached; for second capture the slope at $j=10$ is still only $-0.86$. A $J^{-1}$ tail does not prove second capture either. Any ceiling on the injected flux gives it, for instance X filling all the sites while the surplus holes oxidise water.

Q: Then take a real surface and put numbers in.

A: Take n-type SrTiO$_3$ in de-aerated water with 1 M methanol, under light of 325 nm. In the model's assignment, X is the hydroxymethyl radical and P is formaldehyde, whose further oxidation is ignored, although across a 100 µm diffusion layer it reaches about 0.09 M at the surface at the highest flux below. The solution must be buffered or acid. Each molecule releases two protons, and in unbuffered neutral water the surface would fall to about pH 2 at that flux. At roughly 59 mV per pH unit the band edge of an oxide would move by about 0.3 V, and the rate constants could not be taken as independent of $J$. The rate constants are round model parameters, not measured values for this surface: $k_1=10^5$ s$^{-1}$, $k_i=10^4$ s$^{-1}$ and $k_2=10^{-7}$ cm$^2$ s$^{-1}$. Then

$$J_*=\frac{10^5\times10^4}{10^{-7}}=10^{16}\ \mathrm{cm^{-2}\,s^{-1}},$$

which as a current density is 1.6 mA/cm$^2$. The midpoint $\Phi=3/2$ lies at two thirds of this flux.

Q: Work one flux by hand.

A: Take $J=10^{16}$ cm$^{-2}$ s$^{-1}$, so $j=1$ and $y=\sqrt8/4=0.707$. Then

$$p=\frac{k_i}{k_2}y=10^{11}\times0.707=7.07\times10^{10}\ \mathrm{cm^{-2}},$$

$$x=\frac{k_1}{k_2}\frac{y}{1+y}=10^{12}\times\frac{0.707}{1.707}=4.14\times10^{11}\ \mathrm{cm^{-2}}.$$

The fraction taking a second hole is $f=0.707/1.707=0.414$, and $\Phi=2/1.414=1.414$. The photocurrent is $e\Phi J=2.27$ mA/cm$^2$, where the holes alone would give 1.60. The other fluxes follow in the same way:

| $J$ (cm$^{-2}$ s$^{-1}$) | $f$ | $\Phi$ | Current (mA/cm$^2$) |
|---|---|---|---|
| $10^{14}$ | 0.010 | 1.98 | 0.032 |
| $10^{15}$ | 0.084 | 1.84 | 0.295 |
| $10^{16}$ | 0.414 | 1.41 | 2.27 |
| $10^{17}$ | 0.844 | 1.08 | 17.4 |

At the highest flux the injected part is $0.084\times10^{17}=8.4\times10^{15}$ cm$^{-2}$ s$^{-1}$, already 84 per cent of its ceiling $J_*$.

Q: How do these hole fluxes relate to light?

A: Through the depletion layer. Take a doping of $N=10^{18}$ cm$^{-3}$, a permittivity of $\epsilon=300\,\epsilon_0$ and a band bending of $V=1$ V. The fixed charge makes the field rise linearly from zero at the inner edge to $eNW/\epsilon$ at the surface. The voltage is the area of this triangle, $V=eNW^2/2\epsilon$, so

$$W=\sqrt{\frac{2\epsilon V}{eN}}=182\ \mathrm{nm},\qquad E_s=\frac{2V}{W}=0.11\ \mathrm{MV/cm}.$$

With an absorption coefficient of $\alpha=10^5$ cm$^{-1}$, the fraction of the absorbed light that is absorbed within $W$ is $\eta=1-e^{-\alpha W}=1-e^{-1.82}=0.84$. I count the holes made there as collected and ignore those that diffuse in from deeper. At $j=1$ the yield per absorbed photon is then $0.84\times1.41\approx1.2$. A yield defined per photon thus looks much less like doubling than $\Phi$ does.

Q: In an experiment I do not know $\eta$. I would compare the photocurrent with and without methanol.

A: That works if the same number of holes reacts in both cases and each hole gives one electron without methanol. It can mislead. Suppose that without methanol a fraction $r$ of the surface holes recombines, and that methanol suppresses this. The reference current is then $eJ(1-r)$ and the ratio is $\Phi/(1-r)$. With $r=0.1$ and $\Phi=2$ the ratio is 2.2, above the limit of two, although no molecule gave more than two electrons.

Q: Now the things you left out. Start with X covering the surface.

A: Let there be $N_s$ sites and let the first capture be slowed by the factor $1-x/N_s$. For a rough $N_s=5\times10^{14}$ cm$^{-2}$ the yield at $j=1$ changes by $-0.0002$. To see the effect clearly I also took a very small $N_s=5\times10^{11}$ cm$^{-2}$ at the same flux. Slower first capture lets holes accumulate, and $f$ rises from 0.414 to 0.577. The yield falls to 1.268, which is $2/1.577$. The closed formula in $j$ fails there, while the branching law $2/(1+f)$ holds.

Q: And the rest?

A: Here are the changes of $\Phi$, each effect taken alone with the others off. They rest on rough inputs, so they show sizes and not precise corrections.

| Effect | $10^{16}$ cm$^{-2}$ s$^{-1}$ | $10^{17}$ cm$^{-2}$ s$^{-1}$ |
|---|---|---|
| Electron capture | $-0.018$ | $-0.029$ |
| Dismutation | $-0.016$ | $-0.002$ |
| Methanol depletion | $-0.002$ | $-0.007$ |
| Water oxidation | $-0.0015$ | $-0.0001$ |
| Band-edge shift | $+0.005$ | $+0.013$ |

The inputs are a dismutation constant of $10^{-9}$ cm$^2$ s$^{-1}$, hole loss to water at $10^3$ s$^{-1}$ and a diffusion layer of 100 µm for methanol.

Q: Electron capture is the largest. In depletion I thought there were no electrons at the surface.

A: In the dark there are about 12 per cm$^3$, which is negligible. Under light the current itself brings electrons. I estimated their density as the total electron flux divided by the drift velocity, with a mobility of 5 cm$^2$/Vs in the surface field, and let holes and intermediates capture them with a coefficient of $10^{-8}$ cm$^3$ s$^{-1}$. This is pessimistic. Photogenerated electrons start at some depth and drift away from the surface, so in a pure drift picture the injected ones alone leave the outermost plane. At the highest flux they are 0.084 out of 1.084, so in that picture the estimate of the density is too high by a factor of about thirteen. Some photogenerated electrons also diffuse back to the surface, which reduces the factor to about ten.

Q: Why does the band-edge shift raise the yield?

A: The stored holes are positive. Across an interfacial capacitance of 20 µF/cm$^2$ they lower the electron energy at the surface relative to the solution, by 4.3 meV at $10^{17}$ cm$^{-2}$ s$^{-1}$. Injection becomes easier. I kept the depletion charge fixed, let the whole shift enter the exponent of the injection rate and left $k_1$ and $k_2$ unchanged.

Q: All together?

A: With site blocking and a residue of oxygen included, $\Phi$ becomes 1.38 instead of 1.41 at $10^{16}$, and 1.06 instead of 1.08 at $10^{17}$ cm$^{-2}$ s$^{-1}$. That looks harmless until you use (10). At $10^{17}$ the inferred $j$ would be

$$\frac{1-0.061}{0.061\times1.061}=14.5$$

instead of 10. At $10^{14}$ the yield is 1.966 instead of 1.981, and the inferred $j$ is 0.018 instead of 0.010. At $10^{16}$ it is 1.17 instead of 1. These totals contain the pessimistic electron-capture estimate. With the surface electron density taken from drift and diffusion instead, $\Phi$ at $10^{17}$ is 1.086 and the inferred $j$ is 9.7, because the remaining losses and the band-edge shift nearly cancel there; at $10^{16}$ the inferred $j$ is then 1.10. Such a cancellation cannot be relied on. What holds generally is that a given error in $\Phi$ disturbs $J_*$ least in the middle of the range, because near either end it is a large part of the difference that matters.

Q: You insisted on de-aerated solution. What if I leave the air in?

A: Take 0.26 mM of oxygen and a rate constant of $10^9$ M$^{-1}$ s$^{-1}$, which I regard as fast. Then $k_o=2.6\times10^5$ s$^{-1}$, twenty-six times $k_i$. But oxygen must diffuse to the surface, and across the same 100 µm layer at most $s_m=3.1\times10^{14}$ molecules per cm$^2$ and second can arrive. If it is consumed at the rate $s$, its surface concentration falls by the factor $1-s/s_m$. Hence $s=k_ox(1-s/s_m)$, or

$$s=\frac{k_ox}{1+k_ox/s_m}.$$

With this loss alone added to the model, the yields at the four fluxes are 1.05, 1.58, 1.40 and 1.08.

Q: So the yield first rises with light and then falls?

A: In this case, yes. At the lowest flux oxygen arrives fast enough to take nearly every intermediate. At higher flux its supply falls behind, and this can be made precise. Hole balance gives $p=J/(k_1+k_2x)$. Put this into the balance of X with the loss $s$ included:

$$J\,\frac{k_1-k_2x}{k_1+k_2x}=k_ix+s .$$

The left side falls with $x$ and the right side rises, so adding $s$ lowers $x$. Since $x$ is lower, the left side is larger than it was without oxygen. The injected flux $k_ix$ therefore drops by less than $s$, and the yield drops by less than $s_m/J$. This bound is 0.31 at $10^{15}$ and 0.03 at $10^{16}$ cm$^{-2}$ s$^{-1}$; the computed drops are 0.26 and 0.016. The same bound explains why a residue of one thousandth of the oxygen, with one thousandth of the supply, has no visible effect at $10^{16}$.

Q: How near is all this to a real SrTiO$_3$ electrode?

A: The gap, permittivity, mobility and absorption are rough typical values at room temperature, and the doping is a plausible choice. The rate constants are the weak point. They set $J_*$, and a tenfold change in any one of them moves the whole fall by a factor of ten in flux. The highest flux needs 73 mW/cm$^2$ of absorbed ultraviolet light. That is far more than the few mW/cm$^2$ that sunlight offers above this gap, so it calls for a strong lamp or a laser. Of the assumptions tested here, the absence of oxygen matters most in weak light. With the inputs above, air moves the yield at $10^{14}$ cm$^{-2}$ s$^{-1}$ from 1.98 to 1.05.

Q: And the semiconductor itself? High field, heavy doping, heating?

A: They matter little here. For tunnelling across the gap, the exponent in the surface field is about 3,600 with the free-electron mass, so the process is negligible. The doping is 4 per cent of the band's effective density of states for that mass, and a heavier band mass makes the ratio smaller, so the electrons are not degenerate. The permittivity of SrTiO$_3$ drops in a field, but at the same layer width I estimate that this changes the band bending by no more than about 1 per cent. The strongest light warms the surface by about 0.1 K if its heat leaves through 100 µm of water. These figures stand in the numerical output, and the remaining inputs stand in the program.

## Numbers as computed

```
k1 = 1.0e+05 /s, k_inj = 1.0e+04 /s, k2 = 1.0e-07 cm2/s
crossover flux k1 k_inj/k2 = 1.00e+16 /cm2/s = 1.602 mA/cm2
flux at yield 1.5 = 6.667e+15 /cm2/s
largest closed-form minus integrated yield = 1.1e-13
flux(/cm2/s) j  p(/cm2)  x(/cm2)  f  yield  current(mA/cm2)
1e+14 0.01 9.903e+08 9.806e+09 0.0098 1.9806 0.0317
1e+15 0.10 9.221e+09 8.443e+10 0.0844 1.8443 0.2955
1e+16 1.00 7.071e+10 4.142e+11 0.4142 1.4142 2.2658
1e+17 10.00 5.422e+11 8.443e+11 0.8443 1.0844 17.3745
counted yield at 1e+15 /cm2/s = 1.843
counted yield at 1e+16 /cm2/s = 1.412
counted yield at 1e+17 /cm2/s = 1.084
site-blocked test: 5e11 sites/cm2, 1e16 /cm2/s: f = 0.5774, yield = 1.2679
doping = 1e+18 /cm3, permittivity = 300, bending = 1.0 V, T = 298.15 K
depletion width = 182.1 nm, surface field = 0.110 MV/cm
wavelength = 325 nm, photon = 3.815 eV, absorption = 1e+05 /cm
collected fraction (depletion layer only) = 0.838
inputs: sites 5e+14 /cm2, water loss 1e+03 /s, dismutation 1e-09 cm2/s
inputs: Helmholtz 20 uF/cm2, electron capture 1e-08 cm3/s, mobility 5 cm2/Vs
inputs: methanol 1.0 M, air-saturated O2 0.26 mM, residual O2 1/1000 of that
inputs: O2 rate constant 1e+09 /M/s, diffusion layer 100 um
methanol supply limit = 6.02e+17 /cm2/s, O2 supply limit = 3.13e+14 /cm2/s
change of yield at 1e16 and at 1e17 /cm2/s:
  site blocking: -0.0002 -0.0001
  water oxidation: -0.0015 -0.0001
  dismutation: -0.0158 -0.0020
  residual oxygen: -0.0000 -0.0000
  electron capture: -0.0180 -0.0294
  methanol depletion: -0.0024 -0.0066
  band-edge shift: +0.0046 +0.0131
flux(/cm2/s)  yield: ideal, all effects, air-saturated only
  1e+14 1.9806 1.9658 1.0522
  1e+15 1.8443 1.8204 1.5830
  1e+16 1.4142 1.3827 1.3987
  1e+17 1.0844 1.0610 1.0840
band-edge shift at 1e17 /cm2/s = 4.34 mV
absorbed power at 1e17 /cm2/s = 72.9 mW/cm2, heating = 0.12 K (water 0.6 W/m/K)
field-dependent permittivity: bending at same width +0.90 %
band-to-band tunnelling exponent (gap 3.2 eV, free mass) = 3560
doping / band density of states (free mass) = 0.040
dark surface electron density = 12.5 /cm3
```
